\section*{Trap filling when trapped charge raises the capture barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{From trapped charge to a filling law}

Q: In transient trap spectroscopy I apply a filling pulse, end it, and measure how much charge the traps hold. I am told that if trapped charge raises the capture barrier linearly, the filled density grows as the logarithm of the pulse duration. But a logarithm tends to minus infinity at zero time, and at long times it exceeds any number of traps. How can the claim be right?

A: As stated, it is not. A linear barrier can give a logarithm only inside a window of pulse durations, and we have to find both ends of that window. I suggest a definite system: a capacitor made of a metal gate, an SiO$_2$ layer and n-type silicon. At the Si/SiO$_2$ interface there are $N$ equivalent acceptor traps per unit area, neutral when empty and carrying charge $-q$ when filled, with $q>0$. Before the pulse they are all empty. During the pulse the gate bias is constant, and $n(t)$ is the filled density.

Q: Why should the barrier be linear in $n$? The bands near a charged interface are curved, and the charge of a depletion layer goes roughly as the square root of the bending.

A: The linearity has to come from charge balance. Let $\psi>0$ be the upward band bending at the interface, in volts, so that an electron at the surface conduction-band edge has an energy $q\psi$ above the edge in the bulk. The electrostatic potential of the surface relative to the bulk is then $-\psi$. Let $V$ be the gate bias measured from the value that gives flat bands with empty traps. The voltage across the oxide, gate minus surface, is $V-(-\psi)=V+\psi$. With oxide capacitance $C_{\rm ox}$ per area, the gate carries the charge $C_{\rm ox}(V+\psi)$. The silicon carries a positive charge $Q_d(\psi)$ and the traps carry $-qn$. The whole structure is neutral, so
\begin{equation}
C_{\rm ox}(V+\psi)+Q_d(\psi)=qn .
\label{balance}
\end{equation}
Now differentiate with respect to $n$ at fixed $V$:
\begin{equation}
\left(C_{\rm ox}+C_s\right)\frac{d\psi}{dn}=q,
\qquad C_s=\frac{dQ_d}{d\psi}.
\label{dpsidn}
\end{equation}
Each trapped electron raises the bending. If $C_s$ changes little during the filling, it may be kept at its initial value, and
\begin{equation}
q\psi=q\psi_0+\beta n,\qquad
\beta=\frac{q^2}{C},\qquad C=C_{\rm ox}+C_s(\psi_0).
\label{linear}
\end{equation}
Here $\psi_0$ is the bending at the start of the pulse. The linear law is a first-order expansion. It is good when the oxide capacitance dominates, because the silicon, whose charge is the curved part of the problem, then balances little of the added trapped charge.

Q: I would like to see $C_s$ before I accept that it is small.

A: Take the depth $z$ into the silicon and let $u(z)$ be the local bending, with $u(0)=\psi$ and $u\to0$ in the bulk. The donors have density $N_D$ and are ionized. The electron density is $N_De^{-qu/k_BT}$, assuming non-degenerate electrons in equilibrium with the bulk, and holes are neglected. The potential is $-u$, so Poisson's equation reads
\begin{equation}
\frac{d^2u}{dz^2}=\frac{qN_D}{\varepsilon_s}\left(1-e^{-qu/k_BT}\right),
\end{equation}
with $\varepsilon_s$ the permittivity of silicon. Multiply both sides by $du/dz$. The left side becomes the derivative of $\frac12(du/dz)^2$. Integrating from the bulk, where $u$ and $du/dz$ vanish, to the surface gives
\begin{equation}
\frac12\left(\frac{du}{dz}\right)^2_{0}=\frac{qN_D}{\varepsilon_s}
\left[\psi-\frac{k_BT}{q}+\frac{k_BT}{q}e^{-q\psi/k_BT}\right].
\end{equation}
By Gauss's law the charge in the silicon is $Q_d=\varepsilon_s|du/dz|_0$, hence
\begin{equation}
Q_d^2=2q\varepsilon_sN_D\left[\psi-\frac{k_BT}{q}+\frac{k_BT}{q}e^{-q\psi/k_BT}\right].
\end{equation}
Differentiating this, $2Q_dC_s=2q\varepsilon_sN_D(1-e^{-q\psi/k_BT})$, so that
\begin{equation}
C_s=\frac{q\varepsilon_sN_D\left(1-e^{-q\psi/k_BT}\right)}{Q_d}.
\label{cs}
\end{equation}

For numbers, take a 50 nm oxide on silicon with $N_D=10^{14}$ cm$^{-3}$ at 200 K, where $k_BT=0.01723$ eV, and a gate bias of $-0.124$ V, which gives $\psi_0=0.10$ V. Then $C_{\rm ox}=69.06$ nF/cm$^2$ and $C_s=9.98$ nF/cm$^2$. The sum is $C=79.04$ nF/cm$^2$, and
\begin{equation}
\frac{\beta}{q}=\frac{1.602\times10^{-19}\ {\rm C}}{79.04\times10^{-9}\ {\rm F/cm^2}}
=2.027\times10^{-12}\ {\rm V\,cm^2}.
\end{equation}
In other words, $10^{10}$ trapped electrons per cm$^2$ raise the barrier by 20.3 meV, which is more than $k_BT$. The oxide supplies 87\% of $C$.

Q: That is a rise of the band edge. Why is it a barrier for capture? The trap itself may have none.

A: The electrons come from the bulk, and the trap can capture only those that reach the surface. In quasi-equilibrium their density there is $N_De^{-q\psi/k_BT}$. With capture cross-section $\sigma$ and rms thermal speed $v$, the capture rate of one empty trap is
\begin{equation}
\sigma vN_De^{-q\psi/k_BT}=k_0e^{-\beta n/k_BT},\qquad
k_0=\sigma vN_De^{-q\psi_0/k_BT},
\label{rate}
\end{equation}
where (\ref{linear}) was used. Any barrier belonging to the trap itself would sit inside $\sigma$, which is assumed here not to depend on $n$. Define the density that raises the barrier by one $k_BT$,
\begin{equation}
n_0=\frac{k_BT}{\beta}=\frac{Ck_BT}{q^2}.
\label{n0}
\end{equation}
There are $N-n$ empty traps. If emission back to the band is neglected,
\begin{equation}
\frac{dn}{dt}=k_0(N-n)e^{-n/n_0},\qquad n(0)=0 .
\label{kinetics}
\end{equation}
This is a mean-field equation, because each empty trap sees the average potential of the trapped charge.

Q: Can the supply of electrons keep up? If it cannot, the surface density in (\ref{rate}) is wrong.

A: Compare the flux the traps demand, $k_0N$ at the start, with the flux that diffusion brings to the surface against the field. In equilibrium it balances the drift away from the surface, so its size is $n_s\mu F$, where $n_s$ is the surface electron density, $\mu$ the mobility and $F$ the surface field. For $N=3\times10^{11}$ cm$^{-2}$, $\sigma=10^{-15}$ cm$^2$ and a rough $\mu=2000$ cm$^2$/Vs, the ratio is $1.8\times10^{-3}$. This is good to a factor of about two. The speed $\mu F=3.2\times10^6$ cm/s is close to the thermal limit on the flux per electron density, about $4\times10^6$ cm/s. Including that limit and the variation of the field with depth raises the ratio to about $3.5\times10^{-3}$, which is still negligible. Later it is smaller still. Both fluxes are proportional to $n_s$, so the ratio is $(N-n)\sigma v/(\mu F)$. During filling $N-n$ falls, and $F=Q_d/\varepsilon_s$ grows with the bending.

Q: Then solve (\ref{kinetics}), but in the simplest case first.

A: Let few traps be filled, $n\ll N$, so that $N-n$ may be replaced by $N$. Separating the variables,
\begin{equation}
e^{n/n_0}\,dn=Nk_0\,dt .
\end{equation}
The integral of the left side from 0 to $n$ is $n_0(e^{n/n_0}-1)$, and that of the right side is $Nk_0t$. Therefore
\begin{equation}
e^{n/n_0}=1+\frac{Nk_0t}{n_0},
\end{equation}
and taking the logarithm gives
\begin{equation}
n(t)=n_0\ln\left(1+\frac{t}{\tau}\right),\qquad \tau=\frac{n_0}{Nk_0}.
\label{log}
\end{equation}

Q: So the one under the logarithm removes my objection at zero time.

A: Yes. For $t\ll\tau$ the expansion $\ln(1+s)\approx s$ gives $n\approx n_0t/\tau=Nk_0t$, which is ordinary capture at the initial rate. The time $\tau$ is how long that rate would take to capture $n_0$ electrons, that is, to raise the barrier by $k_BT$. For $t\gg\tau$ the one may be dropped, and
\begin{equation}
n\approx n_0\ln\frac{t}{\tau},\qquad
n(10t)-n(t)\approx n_0\ln10 .
\end{equation}
The error made by dropping it is $n_0\ln(1+\tau/t)$, which is less than $n_0\tau/t$. The limit of no feedback also comes out correctly. As $\beta\to0$, $n_0$ and $\tau$ both grow without bound at a fixed ratio $n_0/\tau=Nk_0$, and (\ref{log}) returns to $Nk_0t$.

In the example $v=1.876\times10^7$ cm/s and $q\psi_0/k_BT=0.10/0.01723=5.80$. The numbers follow in order:
\begin{align}
n_s&=10^{14}\,e^{-5.80}=3.02\times10^{11}\ {\rm cm^{-3}},\\
k_0&=10^{-15}\times1.876\times10^{7}\times3.02\times10^{11}
=5.67\times10^{3}\ {\rm s^{-1}},\\
n_0&=\frac{0.01723}{2.027\times10^{-12}}=8.50\times10^{9}\ {\rm cm^{-2}},\\
\tau&=\frac{8.50\times10^{9}}{3\times10^{11}\times5.67\times10^{3}}
=5.0\times10^{-6}\ {\rm s}.
\end{align}
The ideal slope is $n_0\ln10=1.96\times10^{10}$ cm$^{-2}$ per decade. A 10 µs pulse has $t/\tau=2.0$, and $n=n_0\ln3=9.3\times10^9$ cm$^{-2}$, which is not yet in the logarithmic regime.

Q: What does the logarithm mean physically? I can follow the integral without seeing why.

A: Write the late form as a statement about the barrier. Multiply $n\approx n_0\ln(t/\tau)$ by $\beta$ and use $\beta n_0=k_BT$. From (\ref{rate}) and (\ref{log}),
\begin{equation}
\frac1\tau=\frac{Nk_0}{n_0}=\nu e^{-q\psi_0/k_BT},\qquad
\nu=\frac{N\sigma vN_D}{n_0}.
\end{equation}
Then $\beta n\approx k_BT\ln(\nu t)-q\psi_0$, or
\begin{equation}
q\psi_0+\beta n\approx k_BT\ln(\nu t).
\label{barriertime}
\end{equation}
The left side is the barrier at time $t$. It has grown until capturing another $n_0$ electrons per area at the present rate would take as long as the pulse has lasted. To fill $n_0$ more electrons one must climb $k_BT$ higher, which takes $e$ times as long. Equation (\ref{barriertime}) also shows that, within this regime, the barrier reached does not depend on $\psi_0$ if $C$ is held fixed. A lower starting barrier means more trapped charge at the same final height.

Q: My traps are never quite empty when the pulse starts. Does a residue $n_i$ spoil the law?

A: It changes only the lower limit of the integral. If the bias is the same and $k_0$ still denotes the rate at $n=0$, then $n_0(e^{n/n_0}-e^{n_i/n_0})=Nk_0t$, so
\begin{equation}
n=n_0\ln\left(e^{n_i/n_0}+\frac{t}{\tau}\right).
\label{residue}
\end{equation}
The residue is forgotten once $t\gg\tau e^{n_i/n_0}$. What the pulse adds, $n-n_i$, stays linear in time up to that same duration, so a residue delays the onset of the logarithm. Two pulses of length $t$ with no emission between them act as one pulse of length $2t$, as (\ref{residue}) shows when $n_i=n_0\ln(1+t/\tau)$ is inserted.

Q: Suppose I do see a straight line against $\ln t$. Have I proved that there is a rising barrier?

A: No. Traps without any electrostatic feedback can do the same if their rates are spread widely. Let traps lie inside the oxide with uniform volume density $\rho$, and let a trap at depth $y$ fill by tunnelling at a rate $\omega e^{-y/\lambda}$. Treat the oxide as much thicker than the depth reached. The filled density is
\begin{equation}
n=\rho\int_0^\infty\left[1-\exp\left(-\omega te^{-y/\lambda}\right)\right]dy .
\end{equation}
Put $s=\omega te^{-y/\lambda}$, so that $dy=-\lambda\,ds/s$ and the limits $y=0,\infty$ become $s=\omega t,0$:
\begin{equation}
n=\rho\lambda\int_0^{\omega t}\frac{1-e^{-s}}{s}\,ds,
\qquad
\frac{dn}{d\ln t}=\rho\lambda\left(1-e^{-\omega t}\right).
\end{equation}
For $\omega t\gg1$ this too is a constant slope. It differs in what it depends on. If $\rho$ and $\lambda$ do not vary with temperature, neither does $\rho\lambda$. The slope $n_0=Ck_BT/q^2$ of the barrier model is proportional to $T$ at fixed $C$, and to $C$ at fixed $T$. A change of temperature or of oxide thickness can therefore separate these two models.

\section{The ends of the logarithmic window}

Q: You still owe me the long times. Please restate what you are carrying over.

A: There are $N$ traps per area, of which $n$ are filled, and $\beta=q^2/C$ is the barrier rise per filled density, with $C=C_{\rm ox}+C_s$. A filled density $n_0=k_BT/\beta$ raises the barrier by $k_BT$, and $k_0$ is the initial capture rate per trap. The kinetics without emission are $dn/dt=k_0(N-n)e^{-n/n_0}$ with $n(0)=0$. For $n\ll N$ they give $n=n_0\ln(1+t/\tau)$ with $\tau=n_0/(Nk_0)$. The example at 200 K has $N=3\times10^{11}$ cm$^{-2}$, $n_0=8.50\times10^9$ cm$^{-2}$, $k_0=5.67\times10^3$ s$^{-1}$ and $\tau=5.0$ µs.

It helps to measure densities in units of $n_0$:
\begin{equation}
x=\frac{n}{n_0},\qquad a=\frac{N}{n_0}.
\end{equation}
Filling every trap would raise the barrier by $\beta N=ak_BT$. A logarithmic stretch needs $x$ to be well above 1 while $n$ is still well below $N$, so it needs $a\gg1$. Here $a=35.3$.

Q: Now keep the factor $N-n$.

A: Separation of variables gives
\begin{equation}
k_0t=\int_0^n\frac{e^{n'/n_0}}{N-n'}\,dn' .
\label{integral}
\end{equation}
Substitute $u=(N-n')/n_0$. Then $e^{n'/n_0}=e^{a-u}$ and $dn'/(N-n')=-du/u$. The limits $n'=0$ and $n'=n$ become $u=a$ and $u=a-x$, and the minus sign reverses them:
\begin{equation}
k_0t=e^a\int_{a-x}^{a}\frac{e^{-u}}{u}\,du
=e^a\left[E_1(a-x)-E_1(a)\right],
\label{exact}
\end{equation}
where $E_1(y)=\int_y^\infty e^{-u}u^{-1}du$ is the exponential integral. This solves the kinetics with exhaustion, with $t$ given as a function of $n$. As $x\to a$, $E_1(a-x)$ diverges, so $n$ approaches $N$ but never exceeds it. That removes your second objection.

Trapped charge that raises the capture barrier linearly gives a logarithmic filling law that starts linearly in time, and the solution with exhaustion keeps $n$ below $N$. It remains to find how far the simple law departs from that solution, and how emission and the other neglected effects limit the logarithm.

Numerical values quoted here were computed with a short program.
